# Initial-spin selection in Hartree-Fock transport through a symmetric Anderson dot: a program that tests the result

```python
"""
Result under test: unrestricted Hartree-Fock (UHF) drives a symmetric
Anderson dot to one of two magnetic steady states, chosen by the sign of the
initial imbalance m0. Exact evolution instead obeys m(t) = m0 R(t), |R| <= 1.
For weak coupling, R decays and the unique stationary state has m = 0.

Symbols: m = n_up - n_down; U = repulsion; GAMMA = full level width;
T = temperature; V = bias; leads have widths GAMMA/2 and potentials +-V/2.
Units: hbar = k_B = e = 1. Energies in Gamma, times in hbar/Gamma.
The small many-body cluster uses its own arbitrary energy unit.
"""
import numpy as np
from mpmath import mp
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import digamma, expit

GAMMA, T, U, V = 1.0, 10.0, 60.0, 10.0


def fermi(energy, potential=0.0, temperature=T):
    return expit(-(energy - potential) / temperature)


def mean_fermi(energy):
    return 0.5 * (fermi(energy, V / 2) + fermi(energy, -V / 2))


def propagate_moment(m0, duration, repulsion=U, dt=0.0025):
    """Solve the scalar UHF memory equation; return time, moment, current."""
    steps = int(round(duration / dt))
    memory = int(round(1.2 / dt))
    tau = np.arange(1, memory + 1) * dt
    envelope = T * np.exp(-GAMMA * tau / 2) / np.sinh(np.pi * T * tau)
    spin_kernel = envelope * np.cos(V * tau / 2)
    current_kernel = envelope * np.sin(V * tau / 2)
    moment = np.zeros(steps + 1)
    area = np.zeros(steps + 1)
    current = np.zeros(steps + 1)
    moment[0] = m0
    old_rate = None
    for n in range(steps + 1):
        gain = 0.0
        if n > 0:
            length = min(n, memory)
            phase = repulsion / 2 * (area[n] - area[n-length:n][::-1])
            spin_part = spin_kernel[:length] * np.sin(phase)
            charge_part = current_kernel[:length] * np.cos(phase)
            gain = dt * (repulsion * moment[n] / (4 * np.pi)
                         + spin_part.sum() - spin_part[-1] / 2)
            current[n] = GAMMA * dt * (V / (4 * np.pi)
                         + charge_part.sum() - charge_part[-1] / 2)
        rate = -GAMMA * moment[n] + 2 * GAMMA * gain
        if n < steps:
            slope = rate if old_rate is None else 1.5*rate - 0.5*old_rate
            moment[n+1] = moment[n] + dt * slope
            area[n+1] = area[n] + dt * (moment[n] + moment[n+1]) / 2
        old_rate = rate
    return np.arange(steps + 1) * dt, moment, current


def explicit_lead_uhf(levels, hop, occupation, lead_sign,
                      repulsion, m0, dt, steps):
    """Propagate every UHF orbital with explicit lead levels."""
    size = len(levels) + 1
    h = np.diag(np.r_[0.0, levels])
    h[0, 1:] = hop
    h[1:, 0] = hop
    energy, vectors = np.linalg.eigh(h)
    step = (vectors * np.exp(-1j * energy * dt)) @ vectors.T
    start = [np.r_[(1 + s*m0) / 2, occupation] for s in (1, -1)]
    orbitals = [np.eye(size, dtype=complex) for _ in range(2)]
    dot = np.array([start[0][0], start[1][0]])
    moments, charges, transfers = [m0], [dot.sum()], [0.0]
    initial_difference = np.dot(lead_sign, occupation)
    for _ in range(steps):
        populations = []
        for s in range(2):
            orbitals[s][0] *= np.exp(
                -1j * repulsion * (dot[1-s] - 0.5) * dt / 2)
            orbitals[s] = step @ orbitals[s]
            populations.append(np.abs(orbitals[s])**2 @ start[s])
        dot = np.array([populations[0][0], populations[1][0]])
        for s in range(2):
            orbitals[s][0] *= np.exp(
                -1j * repulsion * (dot[1-s] - 0.5) * dt / 2)
        moments.append(dot[0] - dot[1])
        charges.append(dot.sum())
        difference = sum(np.dot(lead_sign, p[1:]) for p in populations)
        transfers.append(difference / 2 - initial_difference)
    return np.array(moments), np.array(charges), np.array(transfers)


def exact_cluster(levels, hop, repulsion, temperature, times):
    """Full many-body moments for a dot initially up, then initially down."""
    orbitals = len(levels) + 1
    occupation = fermi(levels, temperature=temperature)
    sectors = []
    for number in range(orbitals + 1):
        states = [s for s in range(2**orbitals)
                  if bin(s).count("1") == number]
        index = {state: i for i, state in enumerate(states)}
        h = np.zeros((len(states), len(states)))
        dot = np.array([s & 1 for s in states], dtype=float)
        weight = np.ones(len(states))
        for i, state in enumerate(states):
            h[i, i] = -repulsion / 2 * (state & 1)
            for k in range(1, orbitals):
                filled = (state >> k) & 1
                h[i, i] += levels[k-1] * filled
                weight[i] *= (occupation[k-1] if filled
                              else 1 - occupation[k-1])
                if state & 1 and not filled:
                    target = state ^ 1 ^ (1 << k)
                    between = sum((state >> q) & 1 for q in range(1, k))
                    j = index[target]
                    h[i, j] = h[j, i] = hop * (-1)**between
        sectors.append((h, dot, weight))
    result = np.zeros((2, len(times)))
    for ha, da, wa in sectors:
        for hb, db, wb in sectors:
            ia, ib = np.ones(len(da)), np.ones(len(db))
            h = np.kron(ha, np.eye(len(db)))
            h += np.kron(np.eye(len(da)), hb)
            h += np.diag(repulsion * np.kron(da, db))
            spin = np.kron(da, ib) - np.kron(ia, db)
            starts = np.array([np.kron(wa*da, wb*(1-db)),
                               np.kron(wa*(1-da), wb*db)])
            energy, vectors = np.linalg.eigh(h)
            for i, time in enumerate(times):
                real = (vectors * np.cos(energy*time)) @ vectors.T
                imag = (vectors * np.sin(energy*time)) @ vectors.T
                result[:, i] += starts @ (spin @ (real**2 + imag**2))
    return result


def stationary_map(m):
    shifts = U*m/2 + np.array([-V/2, V/2])
    z = 0.5 + (GAMMA/2 + 1j*shifts) / (2*np.pi*T)
    return float(np.sum(digamma(z).imag) / np.pi)


def spectral_average(function, level):
    """Average over the Lorentzian dot spectrum by an angular substitution."""
    def integrand(angle):
        return function(level + GAMMA/2*np.tan(angle)) / np.pi
    return quad(integrand, -np.pi/2, np.pi/2,
                epsabs=1e-10, epsrel=1e-10, limit=500)[0]


def uhf_current(m):
    window = lambda e: fermi(e, V/2) - fermi(e, -V/2)
    return GAMMA/4 * sum(spectral_average(window, s*U*m/2) for s in (-1, 1))


# Stationary states, threshold and linear growth from the analytic formulas.
m_star = brentq(lambda m: stationary_map(m) - m, 0.1, 1.0)
grid = np.linspace(0.001, 1.0, 1000)
residual = np.array([stationary_map(m) - m for m in grid])
positive_roots = int(np.sum(residual[:-1] * residual[1:] < 0))
assert positive_roots == 1
z0 = 0.5 + (GAMMA + 1j*V) / (4*np.pi*T)
trigamma = float(mp.re(mp.psi(1, mp.mpc(z0.real, z0.imag))))
U_critical = 2*np.pi**2*T / trigamma
numerical_slope = (stationary_map(1e-4) - stationary_map(-1e-4)) / 2e-4
assert abs(numerical_slope - U/U_critical) < 1e-6


def growth_condition(rate):
    change = digamma(z0 + rate/(2*np.pi*T)) - digamma(z0)
    return rate*(rate + GAMMA) - GAMMA*U/np.pi*change.real


growth = brentq(growth_condition, 1e-5, 5.0)
quadrature_moment = 2*spectral_average(mean_fermi, -U*m_star/2) - 1
assert abs(quadrature_moment - m_star) < 1e-7

# Exclude every non-decaying linear mode at the magnetic state.
tau = (np.arange(120000) + 0.5) * 1e-5
kernel = T*np.exp(-GAMMA*tau/2)*np.cos(V*tau/2)/np.sinh(np.pi*T*tau)
stability_bound = U*np.sum(tau*np.abs(kernel*np.cos(U*m_star*tau/2)))*1e-5
assert stability_bound < 1

# UHF trajectories, including one below the instability threshold.
time, m_plus, current_plus = propagate_moment(0.02, 40)
_, m_minus, current_minus = propagate_moment(-0.02, 40)
_, m_full, _ = propagate_moment(1.0, 40)
_, m_below, _ = propagate_moment(0.5, 40, 0.9*U_critical)
assert abs(m_plus[-1] - m_star) < 2e-4
assert abs(m_minus[-1] + m_star) < 2e-4
assert abs(m_full[-1] - m_star) < 2e-4
assert abs(m_below[-1]) < 0.02
t_small, m_small, _ = propagate_moment(1e-6, 10)
middle = len(t_small) // 2
measured_growth = np.log(m_small[-1]/m_small[middle]) / 5
assert abs(measured_growth/growth - 1) < 2e-3

# Currents from spectral quadrature and from the time-domain expression.
I_magnetic, I_zero = uhf_current(m_star), uhf_current(0.0)
assert abs(current_plus[-1] - I_magnetic) < 2e-5
assert abs(current_minus[-1] - I_magnetic) < 2e-5

# Separate left and right lead levels test the wide-band reduction.
spacing, count = 1.2, 200
levels = (np.arange(count) - (count - 1)/2) * spacing
left = np.arange(count) % 2 == 0
occupation = np.where(left, fermi(levels, V/2), fermi(levels, -V/2))
lead_m, lead_charge, lead_transfer = explicit_lead_uhf(
    levels, np.sqrt(GAMMA*spacing/(2*np.pi)), occupation,
    np.where(left, -1.0, 1.0), U, 0.4, 0.0125, 160)
short_t, short_m, short_I = propagate_moment(0.4, 2)
short_Q = np.sum((short_I[1:] + short_I[:-1])/2) * short_t[1]
# Tolerances cover the finite band and the finite step of explicit leads.
assert abs(lead_m[-1] - short_m[-1]) < 0.02
assert abs(lead_transfer[-1] - short_Q) < 0.01
assert np.max(np.abs(lead_charge - 1)) < 1e-6

# Exact many-body and UHF evolution of the same small closed cluster.
cluster_levels = np.arange(-2.0, 3.0)
cluster_U, cluster_T, cluster_m0 = 6.0, 0.4, 0.1
cluster_hop = np.sqrt(0.3/(2*np.pi))
cluster_times = np.linspace(0, 5, 11)
responses = exact_cluster(cluster_levels, cluster_hop,
                          cluster_U, cluster_T, cluster_times)
assert np.max(np.abs(responses[0] + responses[1])) < 1e-9
cluster_exact = ((1+cluster_m0)*responses[0]
                 + (1-cluster_m0)*responses[1]) / 2
assert np.max(np.abs(cluster_exact)) <= cluster_m0 + 1e-9
cluster_f = fermi(cluster_levels, temperature=cluster_T)
cluster_uhf = explicit_lead_uhf(
    cluster_levels, cluster_hop, cluster_f, np.zeros(5),
    cluster_U, cluster_m0, 0.01, 500)[0][::50]
assert np.max(cluster_uhf) > 1.5*cluster_m0
peak = int(np.argmax(cluster_uhf))

# Many-body evolution tests the second-order transition probability.
weak_hop, weak_time = 0.006, 3.0
weak_response = exact_cluster(cluster_levels, weak_hop,
                             cluster_U, cluster_T, [weak_time])[0, 0]


def transition_factor(detuning):
    return weak_time**2 * np.sinc(detuning*weak_time/(2*np.pi))**2


weak_loss = weak_hop**2*np.sum(
    (1-cluster_f)*transition_factor(cluster_levels + cluster_U/2)
    + cluster_f*transition_factor(cluster_levels - cluster_U/2))
assert abs((1-weak_response)/weak_loss - 1) < 0.01

# Four-state rate equation: empty, up, down, double.
rates = np.zeros((4, 4))
transitions = [(0, 1, -U/2), (0, 2, -U/2), (1, 3, U/2), (2, 3, U/2)]
for lower, upper, energy in transitions:
    rates[upper, lower] += GAMMA*mean_fermi(energy)
    rates[lower, upper] += GAMMA*(1-mean_fermi(energy))
rates -= np.diag(rates.sum(axis=0))
eigenvalues, eigenvectors = np.linalg.eig(rates)
order = np.argsort(np.abs(eigenvalues))
assert abs(eigenvalues[order[0]]) < 1e-10
assert np.all(eigenvalues[order[1:]].real < -1e-3)
stationary = eigenvectors[:, order[0]].real
stationary /= stationary.sum()
assert abs(stationary[1] - stationary[2]) < 1e-10
spin_decay = 2*GAMMA*mean_fermi(U/2)
spin_mode = np.array([0.0, 1.0, -1.0, 0.0])
assert np.allclose(rates @ spin_mode, -spin_decay*spin_mode, atol=1e-12)
I_rate = 0.0
for lower, upper, energy in transitions:
    I_rate += GAMMA/2*(fermi(energy, V/2)*stationary[lower]
                       - (1-fermi(energy, V/2))*stationary[upper])
I_formula = GAMMA/2*(fermi(U/2, V/2)-fermi(U/2, -V/2))
assert abs(I_rate - I_formula) < 1e-10

# Size the next spin-flip process with the virtual energies taken at E = 0.
thermal_window = quad(lambda e: mean_fermi(e)*(1-mean_fermi(e)),
                      -400, 400, points=[-V/2, V/2], limit=300)[0]
window_formula = T/2 + V/4/np.tanh(V/(2*T))
assert abs(thermal_window - window_formula) < 1e-7
cotunnelling = GAMMA**2/np.pi*(4/U)**2*thermal_window

print("MODEL: energies in Gamma, times in hbar/Gamma")
print(f"Repulsion U = {U:.1f} Gamma")
print(f"Temperature k_B T = {T:.1f} Gamma")
print(f"Bias energy eV = {V:.1f} Gamma")
print(f"Critical repulsion U_c = {U_critical:.4f} Gamma")
print(f"Slope F'(0) = U/U_c = {U/U_critical:.5f} (dimensionless)")
print(f"Steady UHF moment m* = {m_star:.6f} (dimensionless)")
print(f"Moment by spectral quadrature = {quadrature_moment:.6f}")
print(f"UHF level shift U m*/2 = {U*m_star/2:.4f} Gamma")
print(f"Predicted growth rate = {growth:.5f} Gamma/hbar")
print(f"Propagated growth rate = {measured_growth:.5f} Gamma/hbar")
print(f"Magnetic-state stability bound = {stability_bound:.5f} (<1)")
print(f"Start 0.5, U=0.9 U_c: m(40) = {m_below[-1]:.6f}")
print("TRAJECTORIES: moments are dimensionless; rate = leading order")
print("time  UHF m0=+0.02  UHF m0=-0.02  rate m0=+0.02")
for moment_time in (0, 5, 10, 15, 20, 40):
    i = int(round(moment_time/time[1]))
    leading = 0.02*np.exp(-spin_decay*moment_time)
    print(f"{moment_time:4.0f}  {m_plus[i]:+12.6f}  "
          f"{m_minus[i]:+12.6f}  {leading:+13.6f}")
print(f"Start m0=1: UHF m(40) = {m_full[-1]:.6f}")
print(f"Start m0=1: leading-rate m(40) = {np.exp(-40*spin_decay):.6f}")
print(f"Leading many-body spin decay = {spin_decay:.6f} Gamma/hbar")
print(f"Leading spin lifetime = {1/spin_decay:.4f} hbar/Gamma")
print(f"Cotunnelling decay estimate = {cotunnelling:.6f} Gamma/hbar")
print(f"Cotunnelling/leading decay = {cotunnelling/spin_decay:.4f}")
print("CURRENTS: e Gamma/hbar")
print(f"Either magnetic UHF state = {I_magnetic:.6f}")
print(f"Unstable nonmagnetic UHF state = {I_zero:.6f}")
print(f"Leading-order many-body state = {I_rate:.6f}")
print("EXPLICIT LEADS: start m0=0.4, time 2 hbar/Gamma")
print(f"Moment: explicit {lead_m[-1]:.5f}, memory {short_m[-1]:.5f}")
print(f"Charge/e: explicit {lead_transfer[-1]:.5f}, memory {short_Q:.5f}")
print("CLUSTER: 5 bath levels -2,-1,0,1,2; arbitrary energy unit E0")
print(f"U = {cluster_U:.1f} E0, k_B T = {cluster_T:.1f} E0")
print(f"Hopping = {cluster_hop:.5f} E0; initial moment = {cluster_m0:.2f}")
print(f"Largest sampled UHF moment = {cluster_uhf[peak]:.5f}")
print(f"Time of that moment = {cluster_times[peak]:.1f} hbar/E0")
print(f"Exact cluster moment at that time = {cluster_exact[peak]:.5f}")
print(f"Weak hop = {weak_hop:.3f} E0, time = {weak_time:.1f} hbar/E0")
print(f"Weak-hop loss 1-R: exact {1-weak_response:.6e}")
print(f"Weak-hop loss 1-R: second order {weak_loss:.6e}")
print("OK")
```

Printed output:

```
MODEL: energies in Gamma, times in hbar/Gamma
Repulsion U = 60.0 Gamma
Temperature k_B T = 10.0 Gamma
Bias energy eV = 10.0 Gamma
Critical repulsion U_c = 43.6180 Gamma
Slope F'(0) = U/U_c = 1.37558 (dimensionless)
Steady UHF moment m* = 0.808641 (dimensionless)
Moment by spectral quadrature = 0.808641
UHF level shift U m*/2 = 24.2592 Gamma
Predicted growth rate = 0.36343 Gamma/hbar
Propagated growth rate = 0.36344 Gamma/hbar
Magnetic-state stability bound = 0.90007 (<1)
Start 0.5, U=0.9 U_c: m(40) = 0.007772
TRAJECTORIES: moments are dimensionless; rate = leading order
time  UHF m0=+0.02  UHF m0=-0.02  rate m0=+0.02
   0     +0.020000     -0.020000      +0.020000
   5     +0.113760     -0.113760      +0.011821
  10     +0.505859     -0.505859      +0.006987
  15     +0.774758     -0.774758      +0.004130
  20     +0.806042     -0.806042      +0.002441
  40     +0.808649     -0.808649      +0.000298
Start m0=1: UHF m(40) = 0.808649
Start m0=1: leading-rate m(40) = 0.014894
Leading many-body spin decay = 0.105170 Gamma/hbar
Leading spin lifetime = 9.5084 hbar/Gamma
Cotunnelling decay estimate = 0.014727 Gamma/hbar
Cotunnelling/leading decay = 0.1400
CURRENTS: e Gamma/hbar
Either magnetic UHF state = 0.038587
Unstable nonmagnetic UHF state = 0.119296
Leading-order many-body state = 0.023273
EXPLICIT LEADS: start m0=0.4, time 2 hbar/Gamma
Moment: explicit 0.57826, memory 0.57378
Charge/e: explicit 0.15108, memory 0.15209
CLUSTER: 5 bath levels -2,-1,0,1,2; arbitrary energy unit E0
U = 6.0 E0, k_B T = 0.4 E0
Hopping = 0.21851 E0; initial moment = 0.10
Largest sampled UHF moment = 0.41449
Time of that moment = 5.0 hbar/E0
Exact cluster moment at that time = 0.09265
Weak hop = 0.006 E0, time = 3.0 hbar/E0
Weak-hop loss 1-R: exact 2.869450e-05
Weak-hop loss 1-R: second order 2.868238e-05
OK
```
